# What local-density electronic friction leaves out near surfaces, bonds and gaps: verification in Python

```python
"""Electronic friction: full tensor against the local-density scalar (LDFA).

Result under test, for an s-wave (rank-one) ion in any time-reversal
symmetric background of independent electrons, at lowest order in speed:
  Lambda_ab = (g hbar/pi) [ d_a(delta) d_b(delta) + 2 sin^2(delta) G_ab ]
  G_ab      = K_ab/rho - J_a J_b/rho^2
delta: scattering phase at the Fermi energy; rho: local density of states
at the ion; K_ab: same sum with both amplitudes differentiated; J_a: with
one differentiated (half the gradient of rho); g: spin factor.
Y is the inverse t-matrix, so delta = -arg(Y) modulo pi.
LDFA instead uses the uniform-gas friction eta(n) at the local density n.
Lengths in nm, times in ps, energies in eV unless a lattice model is used.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import spherical_jn

HBAR = sc.hbar / sc.e * 1e12            # eV ps
ME = sc.m_e / sc.e * 1e6                # eV ps^2/nm^2
MP = sc.m_p / sc.e * 1e6


def phase_metric(Y, dY, rho, J, K, prefactor):
    """Friction tensor from background quantities at the ion."""
    slope = -np.imag(np.asarray(dY) / Y)
    sin2 = Y.imag**2 / abs(Y)**2
    metric = np.asarray(K) / rho - np.outer(J, J) / rho**2
    return prefactor / np.pi * (np.outer(slope, slope) + 2 * sin2 * metric)


def lattice_formula(G0, w, dw, strength):
    """Same tensor for V = strength |w><w| on a lattice, hbar = g = 1."""
    A0 = -G0.imag / np.pi
    Y = 1 / strength - w @ G0 @ w
    return phase_metric(Y, -2 * (dw @ G0 @ w), w @ A0 @ w,
                        dw @ A0 @ w, dw @ A0 @ dw.T, 1.0)


# ---- golden-rule definition on a disordered strip with two open leads ----
rng = np.random.default_rng(4)
width, length, energy = 5, 7, -0.7
nsite = width * length
H = np.diag(rng.uniform(-0.6, 0.6, nsite))
for ix in range(length):
    for iy in range(width):
        i = ix * width + iy
        if iy + 1 < width:
            H[i, i + 1] = H[i + 1, i] = -1
        if ix + 1 < length:
            H[i, i + width] = H[i + width, i] = -1
mode_e, modes = np.linalg.eigh(-np.eye(width, k=1) - np.eye(width, k=-1))
lead = []
for x in energy - mode_e:
    if abs(x) < 2:
        lead.append((x - 1j * np.sqrt(4 - x * x)) / 2)
    else:
        lead.append((x - np.sign(x) * np.sqrt(x * x - 4)) / 2)
sigma = (modes * np.array(lead)) @ modes.T
Hopen = H.astype(complex)
Hopen[:width, :width] += sigma
Hopen[-width:, -width:] += sigma
gx, gy = np.divmod(np.arange(nsite), width)
dx, dy = gx - 3.2, gy - 1.7
w = np.exp(-(dx**2 + dy**2) / (2 * 0.8**2))
dw = np.array([dx * w, dy * w]) / 0.8**2
strength = -1.3
G0 = np.linalg.inv(energy * np.eye(nsite) - Hopen)
Gfull = np.linalg.inv(energy * np.eye(nsite) - Hopen
                      - strength * np.outer(w, w))
A = -Gfull.imag / np.pi
dV = [strength * (np.outer(d, w) + np.outer(w, d)) for d in dw]
golden = np.array([[np.pi * np.trace(p @ A @ q @ A) for q in dV] for p in dV])
strip = lattice_formula(G0, w, dw, strength)
assert np.allclose(golden, strip, rtol=1e-8, atol=1e-10)
assert abs(golden[0, 1]) > 1e-5          # directional coupling is present


# ---- real-time energy absorption: metallic and gapped chains ----
def bump(sites, R):
    return np.exp(-(sites - R)**2 / (2 * 0.7**2))


def driven_chain(dimerization, strength=0.8, N=400, tau=160.0, dt=0.1):
    """Work absorbed per spin on an out-and-back sweep of one site.

    The sweep ends before reflections from the chain ends return.
    Retracing the path cancels the reversible finite-size force.
    """
    hop = 1 + dimerization * (-1.0)**np.arange(N - 1)
    h = -np.diag(hop, 1) - np.diag(hop, -1)
    e, U = np.linalg.eigh(h)
    site_density = (U[:, :N // 2]**2).sum(axis=1)[N // 2]
    sites, R0 = np.arange(N), N / 2 - 0.7
    w0 = bump(sites, R0)
    Hstart = h + strength * np.outer(w0, w0)
    levels, states = np.linalg.eigh(Hstart)
    c = (U.T @ states[:, :N // 2]).astype(complex)
    half = np.exp(-0.5j * e * dt)[:, None]
    full = half**2
    near = slice(N // 2 - 10, N // 2 + 11)
    c *= half
    for step in range(int(round(tau / dt))):
        R = R0 + np.sin(np.pi * (step + 0.5) * dt / tau)**2
        wl = bump(sites[near], R)
        b, norm = wl @ U[near], wl @ wl
        kick = (np.exp(-1j * strength * norm * dt) - 1) / norm
        c += np.outer(b, kick * (b @ c))
        c *= full
    c *= half.conj()
    psi = U @ c
    final = np.sum(psi.conj() * (Hstart @ psi)).real
    return final - levels[:N // 2].sum(), site_density, R0, tau, strength


work_metal, dens_metal, R0, tau, strength = driven_chain(0.0)
work_gap, dens_gap = driven_chain(0.3)[:2]
local = np.arange(int(R0) - 10, int(R0) + 12)
Gchain = -0.5j * np.exp(0.5j * np.pi * abs(local[:, None] - local))
times = (np.arange(400) + 0.5) * tau / 400
work_formula = 0.0
for t in times:
    R = R0 + np.sin(np.pi * t / tau)**2
    speed = np.pi / tau * np.sin(2 * np.pi * t / tau)
    wl = bump(local, R)
    dwl = ((local - R) * wl / 0.7**2)[None, :]
    lam = lattice_formula(Gchain, wl, dwl, strength)[0, 0]
    work_formula += lam * speed**2 * tau / 400
# tolerance: the sweep is slow but finite, and the chain is finite
assert abs(work_metal / work_formula - 1) < 0.05
assert abs(dens_metal - 0.5) < 1e-9 and abs(dens_gap - 0.5) < 1e-9
assert abs(work_gap) < 0.02 * work_metal

# ---- example parameters (chosen, rough silicon-like regime) ----
n0, a = 200.0, -0.2                     # electrons/nm^3, scattering length
E_ion, gap, barrier, temp = 100.0, 1.1, 5.0, 300.0
k = (3 * np.pi**2 * n0)**(1 / 3)
EF = (HBAR * k)**2 / (2 * ME)
vF = HBAR * k / ME
v = np.sqrt(2 * E_ion / MP)
delta0 = np.arctan(-k * a)


def eta(n):
    """LDFA friction of the s-wave ion."""
    kk = (3 * np.pi**2 * n)**(1 / 3)
    return 4 * HBAR * kk**2 / (3 * np.pi) * (kk * a)**2 / (1 + (kk * a)**2)


def gauss(n, lo, hi):
    x, wt = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, wt * (hi - lo) / 2


# ---- uniform gas: drag of a displaced Fermi sphere, any speed ----
def drag_over_speed(q):
    kk, wk = gauss(200, 0, k)
    mu, wm = gauss(60, -1, 1)
    kk, mu = kk[:, None], mu[None, :]
    rel = np.sqrt(kk**2 + q**2 - 2 * kk * mu * q)
    cross = 4 * np.pi / (1 / a**2 + rel**2)
    f = kk**2 * (q - kk * mu) * rel * cross
    return HBAR * (wk @ f @ wm) / (2 * np.pi**2 * q)


eta0 = eta(n0)
assert abs(drag_over_speed(0.02 * k) / eta0 - 1) < 3e-3
speed_shift = drag_over_speed(ME * v / HBAR) / eta0 - 1


def phase_sum(ph):
    ph = np.append(ph, 0.0)
    return sum((l + 1) * np.sin(ph[l] - ph[l + 1])**2
               for l in range(len(ph) - 1))


trial = np.array([0.9, -0.4, 0.25])
mu, wm = gauss(30, -1, 1)
amp = sum((2 * l + 1) * np.exp(1j * p) * np.sin(p)
          * np.polynomial.legendre.Legendre.basis(l)(mu)
          for l, p in enumerate(trial)) / k
sigma_tr = 2 * np.pi * wm @ ((1 - mu) * abs(amp)**2)
assert np.isclose(n0 * HBAR * k * sigma_tr,
                  4 * HBAR * k**2 / (3 * np.pi) * phase_sum(trial))
delta1 = (np.pi / 2 - delta0) / 3       # p wave supplies missing screening
p_shift = phase_sum([delta0, delta1]) / phase_sum([delta0]) - 1


# ---- friction directly from derivatives of the scattering matrix ----
def friction_from_S(S_of, coords, h=1e-4):
    D = []
    for i in range(len(coords)):
        step = np.zeros(len(coords))
        step[i] = h
        D.append((S_of(coords + step) - S_of(coords - step)) / (2 * h))
    return np.array([[2 * HBAR / (4 * np.pi) * np.sum(p.conj() * q).real
                      for q in D] for p in D])


def angular_grid(lo, nmu):
    mu, wm = gauss(nmu, lo, 1)
    phi = 2 * np.pi * np.arange(12) / 12
    m, p = np.meshgrid(mu, phi, indexing="ij")
    wt = np.repeat(wm / wm.sum() / 12, 12)
    return (k * np.sqrt(1 - m**2) * np.cos(p)).ravel(), (k * m).ravel(), wt


# ---- hard-wall surface at z = 0, tensor order (x, z) ----
def wall_tensor(z):
    s = 2 * k * z
    j0, j1 = spherical_jn(0, s), spherical_jn(1, s)
    image = np.exp(1j * s) / (2 * z)
    Y = 1 / a + 1j * k - image
    dY = [0, -image * (2j * k - 1 / z)]
    K = k**2 * np.diag([1 / 3 - j1 / s, 1 / 3 + j0 - 2 * j1 / s])
    return phase_metric(Y, dY, 1 - j0, [0, k * j1], K, 2 * HBAR)


def wall_density(z):
    s = 2 * k * z
    return n0 * (1 - 3 * spherical_jn(1, s) / s)


hx, hz, hw = angular_grid(0, 24)


def wall_S(r):
    x, z = r
    b = np.sqrt(2 * hw) * np.sin(hz * z) * np.exp(-1j * hx * x)
    Y = 1 / a + 1j * k - np.exp(2j * k * z) / (2 * z)
    return np.eye(len(b)) - 2j * k / Y * np.outer(b, b.conj())


depths = [0.05, 0.10, 0.15, 0.20, 0.30]
for z in depths:
    S = wall_S([0.0, z])
    assert np.allclose(S.conj().T @ S, np.eye(len(S)), atol=1e-9)
    direct = friction_from_S(wall_S, np.array([0.0, z]))
    assert np.allclose(direct, wall_tensor(z), rtol=2e-4, atol=1e-7)
    kk, wk = gauss(40, 0, k)
    mu, wm = gauss(40, 0, 1)
    dens = wk @ (kk[:, None]**2 * 2 * np.sin(np.outer(kk, mu) * z)**2) @ wm
    assert np.isclose(dens / np.pi**2, wall_density(z), rtol=1e-8)
# image part of the Green function from its spectral sum, below the band
kappa, z = 7.0, 0.1
spectral = quad(lambda q: q / (q * q + kappa**2), 0, np.inf,
                weight="sin", wvar=2 * z)[0] * 2 / np.pi
assert abs(spectral - np.exp(-2 * kappa * z)) < 1e-5
assert np.allclose(wall_tensor(300 / k), eta0 * np.eye(2),
                   rtol=0.02, atol=0.02 * eta0)

surface = {z: wall_tensor(z) for z in depths}
z_dir = 0.10
tilt = np.degrees(np.arctan2(surface[z_dir][1, 1], surface[z_dir][0, 0])) - 45
zz, wz = gauss(100, 0.02, 0.50)
loss_tensor = v * sum(q * wall_tensor(x)[1, 1] for x, q in zip(zz, wz))
loss_ldfa = v * sum(q * eta(wall_density(x)) for x, q in zip(zz, wz))

# ---- bonded pair along z; coordinates x1, z1, x2, z2 ----
d = 0.15
fx, fz, fw = angular_grid(-1, 24)


def pair_S(r):
    x1, z1, x2, z2 = r
    b = np.sqrt(fw)[:, None] * np.exp(-1j * (np.outer(fx, [x1, x2])
                                            + np.outer(fz, [z1, z2])))
    dist = np.hypot(x1 - x2, z1 - z2)
    off = np.exp(1j * k * dist) / dist
    inv_t = np.array([[1 / a + 1j * k, off], [off, 1 / a + 1j * k]])
    return np.eye(len(fw)) - 2j * k * b @ np.linalg.inv(inv_t) @ b.conj().T


def partner_ldos(kk):
    """Local density of states at distance d, relative to the free gas."""
    return 1 - np.imag(np.exp(2j * kk * d) / d**2 / (1 / a + 1j * kk)) / kk


S = pair_S([0, d, 0, 0])
assert np.allclose(S.conj().T @ S, np.eye(len(S)), atol=1e-9)
pair = friction_from_S(pair_S, np.array([0, d, 0, 0.0]))
t2, hd = 1 / (1 / a + 1j * k), np.exp(1j * k * d) / d
dh = hd * (1j * k - 1 / d)
one = phase_metric(1 / a + 1j * k - t2 * hd**2, [0, -2 * t2 * hd * dh],
                   partner_ldos(k), [0, -np.imag(t2 * hd * dh) / k],
                   np.diag([k**2 / 3, k**2 / 3 - np.imag(t2 * dh**2) / k]),
                   2 * HBAR)
assert np.allclose(pair[:2, :2], one, rtol=2e-4, atol=1e-7)
assert np.linalg.eigvalsh(pair).min() > -1e-8
mu, wm = gauss(40, -1, 1)
wave = np.exp(1j * k * d * mu) - t2 * hd
assert np.isclose(wm @ abs(wave)**2 / 2, partner_ldos(k))
n_bond = quad(lambda q: q * q * partner_ldos(q), 0, k)[0] / np.pi**2
stretch = (pair[1, 1] + pair[3, 3] - 2 * pair[1, 3]) / 2
translate = (pair[1, 1] + pair[3, 3] + 2 * pair[1, 3]) / 2

# ---- ellipsoidal Fermi surface at the same uniform density and phase ----
aspect = 1.5
kx = k / aspect**(1 / 3)
kz = aspect * kx
th, wt = gauss(80, 0, np.pi)
area = np.sin(th) * np.sqrt((kx * np.cos(th))**2 + (kz * np.sin(th))**2)
grad = np.sqrt((np.sin(th) / kx)**2 + (np.cos(th) / kz)**2)
dos = wt * area / grad
mean_z = dos @ (kz * np.cos(th))**2 / dos.sum()
mean_x = dos @ (kx * np.sin(th))**2 / 2 / dos.sum()
assert np.allclose([mean_x, mean_z], [kx**2 / 3, kz**2 / 3])
band_x, band_z = (4 * HBAR * q**2 / (3 * np.pi) * np.sin(delta0)**2
                  for q in (kx, kz))

# ---- sizes of neglected effects ----
max_transfer = 2 * ME * v * (vF + v)
mu = np.linspace(-1, 1, 101)
rel = np.sqrt(vF**2 + v**2 - 2 * vF * v * mu)[:, None]
gain = ME / 2 * (v**2 + rel**2 + 2 * v * rel * mu[None, :] - vF**2)
assert np.isclose(gain.max(), max_transfer)
v_gap = (-vF + np.sqrt(vF**2 + 2 * gap / ME)) / 2
E_gap = MP * v_gap**2 / 2
kT = sc.k * temp / sc.e
thermal = 2 / (1 + np.exp(gap / (2 * kT)))
tail = HBAR / np.sqrt(2 * ME * barrier)

print("LATTICE TESTS (hopping = hbar = site spacing = 1, per spin)")
print(f"strip tensor xx, xz, zz: {strip[0,0]:.5f} {strip[0,1]:.5f} "
      f"{strip[1,1]:.5f}")
print(f"metal chain: absorbed work {work_metal:.6f}, "
      f"formula {work_formula:.6f}")
print(f"gapped chain: absorbed work {work_gap:.2e}")
print(f"site density, metal and gapped: {dens_metal:.3f} {dens_gap:.3f}")
print("MODEL INPUTS")
print(f"density {n0:.0f} /nm3; scattering length {a:.2f} nm")
print(f"proton energy {E_ion:.0f} eV; speed {v:.1f} nm/ps")
print(f"Fermi wavenumber {k:.3f} /nm; Fermi energy {EF:.2f} eV")
print(f"Fermi speed {vF:.0f} nm/ps; speed ratio {v/vF:.4f}")
print(f"s phase {delta0:.4f} rad; screening charge {2*delta0/np.pi:.3f} e")
print("UNIFORM GAS")
print(f"friction {1e3*eta0:.2f} meV ps/nm2")
print(f"energy damping force {eta0*v:.2f} eV/nm")
print(f"velocity damping rate {eta0/MP:.2f} /ps")
print("SURFACE: depth nm, density /nm3, xx, zz, LDFA (meV ps/nm2)")
for z in depths:
    L = surface[z]
    print(f"{z:.2f} {wall_density(z):7.1f} {1e3*L[0,0]:7.2f} "
          f"{1e3*L[1,1]:7.2f} {1e3*eta(wall_density(z)):7.2f}")
print(f"force tilt toward normal, 45 deg path, {z_dir:.2f} nm: "
      f"{tilt:.1f} deg")
print(f"normal-path loss 0.02-0.50 nm: tensor {loss_tensor:.2f} eV, "
      f"LDFA {loss_ldfa:.2f} eV")
print(f"BOND: separation {d:.2f} nm (friction in meV ps/nm2)")
print(f"density at ion {n_bond:.1f} /nm3; LDFA {1e3*eta(n_bond):.2f}")
print(f"one ion: across {1e3*pair[0,0]:.2f}, along {1e3*pair[1,1]:.2f}")
print(f"two-ion coupling: across {1e3*pair[0,2]:.2f}, "
      f"along {1e3*pair[1,3]:.2f}")
print(f"normal modes along bond: stretch {1e3*stretch:.2f}, "
      f"translation {1e3*translate:.2f}")
print(f"ELLIPSOIDAL BAND: semi-axis ratio {aspect:.1f}")
print(f"friction x {1e3*band_x:.2f}, z {1e3*band_z:.2f} meV ps/nm2")
print("NEGLECTED EFFECTS")
print(f"finite speed changes uniform friction by {100*speed_shift:.2f} %")
print(f"p-wave screening changes it by {100*p_shift:.1f} %")
print(f"barrier {barrier:.1f} eV: amplitude decay length {tail:.3f} nm")
print(f"largest free-collision transfer {max_transfer:.2f} eV; "
      f"gap {gap:.1f} eV")
print(f"proton energy where transfer equals gap {E_gap:.1f} eV")
print(f"thermal weight outside gap at {temp:.0f} K: {thermal:.2e}")
print("no test failed")
```

Output:

```
LATTICE TESTS (hopping = hbar = site spacing = 1, per spin)
strip tensor xx, xz, zz: 0.15309 -0.01957 0.11325
metal chain: absorbed work 0.021208, formula 0.021286
gapped chain: absorbed work 9.66e-07
site density, metal and gapped: 0.500 0.500
MODEL INPUTS
density 200 /nm3; scattering length -0.20 nm
proton energy 100 eV; speed 138.4 nm/ps
Fermi wavenumber 18.092 /nm; Fermi energy 12.47 eV
Fermi speed 2094 nm/ps; speed ratio 0.0661
s phase 1.3012 rad; screening charge 0.828 e
UNIFORM GAS
friction 84.95 meV ps/nm2
energy damping force 11.76 eV/nm
velocity damping rate 8.14 /ps
SURFACE: depth nm, density /nm3, xx, zz, LDFA (meV ps/nm2)
0.05    58.3   52.34  763.61   34.23
0.10   165.1   66.93   27.77   74.04
0.15   216.2   77.36   58.72   89.80
0.20   205.3   91.11  127.18   86.56
0.30   199.8   79.08   60.74   84.87
force tilt toward normal, 45 deg path, 0.10 nm: -22.5 deg
normal-path loss 0.02-0.50 nm: tensor 8.48 eV, LDFA 5.18 eV
BOND: separation 0.15 nm (friction in meV ps/nm2)
density at ion 187.6 /nm3; LDFA 81.13
one ion: across 84.65, along 51.32
two-ion coupling: across -9.85, along 10.39
normal modes along bond: stretch 40.93, translation 61.71
ELLIPSOIDAL BAND: semi-axis ratio 1.5
friction x 64.83, z 145.86 meV ps/nm2
NEGLECTED EFFECTS
finite speed changes uniform friction by -0.09 %
p-wave screening changes it by -4.0 %
barrier 5.0 eV: amplitude decay length 0.087 nm
largest free-collision transfer 3.51 eV; gap 1.1 eV
proton energy where transfer equals gap 10.7 eV
thermal weight outside gap at 300 K: 1.15e-09
no test failed
```
